# Delta-function trap in a uniform field: Airy resonance and tunnelling width

An electron in a trap is pulled by a uniform field. The trap is assumed to be much narrower than the tail of its bound state and is modelled as a delta function in one dimension. Rydberg atomic units are used: $\hbar=1$, the free-electron mass is $1/2$, lengths are in bohr and energies in rydberg. With mass ratio $\mu$, trap strength $g>0$ and force $F>0$ towards positive $x$,

$$H=-\frac1\mu\frac{d^2}{dx^2}-g\,\delta(x)-Fx .$$

The trap level lies at negative energy, measured from the band edge at the trap.

## (a) What is the bound state at zero field?

**Solution.** Away from the origin $\psi''=-\mu E\psi$. A normalizable even solution is $\psi_0=\sqrt\kappa\,e^{-\kappa|x|}$ with $E_0=-\kappa^2/\mu$. Integrating $H\psi=E\psi$ over a vanishing interval around the origin leaves

$$\psi'(0^+)-\psi'(0^-)=-\mu g\,\psi(0).\tag{1}$$

The left side is $-2\kappa\psi(0)$, so $\kappa=\mu g/2$. An odd solution vanishes at the origin, does not feel the trap and cannot be bound. There is one bound state, with decay length $1/\kappa$.

## (b) Which equation fixes the energy when the field is on?

**Solution.** Away from the trap $\psi''=-\mu F(x+E/F)\psi$. Define

$$\ell=(\mu F)^{-1/3},\qquad y=-\frac{x+E/F}{\ell}.$$

Since $d/dx=-\ell^{-1}d/dy$ and $\ell^3\mu F=1$, this becomes the Airy equation $\psi_{yy}=y\psi$. Uphill ($x\to-\infty$) means $y\to+\infty$; downhill means $y\to-\infty$.

One solution is

$$\mathrm{Ai}(y)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(t^3/3+yt)}dt ,$$

with the path raised slightly above the real axis, where the integrand decays at both ends. Indeed $(\partial_y^2-y)$ turns the integrand into $i\,d/dt$ of itself, which integrates to zero.

For $y=-s$ with $s$ large, the phase is stationary at $t=\pm\sqrt s$. Its values there are $\mp\zeta$, with $\zeta=\tfrac23s^{3/2}$, and its second derivatives are $\pm2\sqrt s$. The two Gaussian integrals add to

$$\mathrm{Ai}(-s)\simeq\frac{\cos(\zeta-\pi/4)}{\sqrt\pi\,s^{1/4}}=\frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,s^{1/4}} .$$

The second real solution, $\mathrm{Bi}$, is defined by the same amplitude with cosine in place of sine. Inserting both forms gives the Wronskian, which is constant because the Airy equation has no first-derivative term:

$$\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=\frac1\pi .\tag{2}$$

Uphill the wave must decay, which selects $\mathrm{Ai}(y)$. Downhill nothing may arrive from infinity. The combination

$$C(y)=\mathrm{Bi}(y)+i\,\mathrm{Ai}(y)\simeq\frac{e^{i(\zeta+\pi/4)}}{\sqrt\pi\,s^{1/4}}$$

has a phase that grows with $x$. With the time factor $e^{-iEt}$ it is a purely outgoing wave.

At $x=0$ the argument is $y=z$, where

$$z=-\frac{E}{F\ell}=-\mu\ell^2E .$$

A continuous solution is $C(z)\mathrm{Ai}(y)$ for $x<0$ and $\mathrm{Ai}(z)C(y)$ for $x>0$. By (2), and because $\mathrm{Ai}$ has no Wronskian with itself, its slope jumps by

$$-\frac1\ell\left[\mathrm{Ai}(z)C'(z)-\mathrm{Ai}'(z)C(z)\right]=-\frac1{\pi\ell}.$$

Condition (1) sets this equal to $-\mu g\,\mathrm{Ai}(z)C(z)$. With $\mu g=2\kappa$ and $\eta=\kappa\ell$,

$$\boxed{2\pi\eta\,\mathrm{Ai}(z)\left[\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)\right]=1}\tag{3}$$

This is exact for the model. The field enters through $\eta^3=\kappa^3/(\mu F)$ alone. The zero-field level corresponds to $z=\eta^2$, because $\mu\ell^2|E_0|=\kappa^2\ell^2$. Of the roots of (3), the one wanted joins this value as $F\to0$.

## (c) What does a complex energy mean?

**Solution.** Write $E=E_r-i\Gamma/2$. From $i\partial_t\psi=H\psi$, and because the potential is real,

$$\partial_t|\psi|^2=-\partial_xj,\qquad j=\frac2\mu\,\mathrm{Im}(\psi^*\psi').$$

For $\psi\propto e^{-iEt}$ the left side is $-\Gamma|\psi|^2$. No current flows at $x\to-\infty$, so integration up to a point $X$ gives

$$\Gamma\int_{-\infty}^{X}|\psi|^2dx=j(X).\tag{4}$$

The outgoing wave has $j(X)>0$ far downhill, hence $\Gamma>0$. The probability to the left of $X$ falls as $e^{-\Gamma t}$, and in ordinary units the rate is $\Gamma/\hbar$.

At fixed time the outgoing wave first thins out downhill, because the electron speeds up, but far enough away it grows. To first order in $\Gamma$, the imaginary part of $E$ in the phase multiplies $|\psi|^2$ by $e^{\Gamma\tau}$, with $\tau=\sqrt{\mu x/F}$ far from the trap. A classical particle of mass $\mu/2$ starting from rest takes just this time to reach $x$. The factor exceeds one because the wave found there left earlier, when the trap was fuller. It outweighs the thinning once $\Gamma\tau>1$.

An electron prepared in $\psi_0$ is not exactly in this outgoing state. For $\eta^3=4$ the time-dependent equation was solved numerically on a grid with an absorbing region downhill. Between times $20$ and $220$ in units of $\hbar/|E_0|$, the probability of finding the electron in $\psi_0$ fell at an average rate of about $0.0072\,|E_0|/\hbar$. The root of (3) gives $0.00723\,|E_0|/\hbar$.

## (d) How do the Airy products behave at large positive $z$?

**Solution.** In the integral for $\mathrm{Ai}(z)$ move the path up to $t=i\sqrt z+s$ with $s$ real. The exponent becomes

$$i\left(\frac{t^3}3+zt\right)=-\frac23z^{3/2}-\sqrt z\,s^2+\frac{i s^3}3 .$$

The Gaussian has variance $\langle s^2\rangle=1/(2\sqrt z)$. The odd terms in $s$ vanish, and $\langle s^6\rangle=15\langle s^2\rangle^3=15/(8z^{3/2})$. Expanding $e^{is^3/3}$ to second order gives $1-\langle s^6\rangle/18$, so

$$\mathrm{Ai}(z)=\frac{e^{-2z^{3/2}/3}}{2\sqrt\pi\,z^{1/4}}\left[1-\frac5{48z^{3/2}}+O(z^{-3})\right].$$

Squaring,

$$\mathrm{Ai}^2(z)=\frac{e^{-4z^{3/2}/3}}{4\pi\sqrt z}\left[1-\frac5{24z^{3/2}}+O(z^{-3})\right].\tag{5}$$

Because of (2), $\mathrm{Bi}$ is independent of $\mathrm{Ai}$ and must contain the growing solution, $b\,z^{-1/4}e^{2z^{3/2}/3}$ at leading order. The Wronskian is then $2b/(2\sqrt\pi)=1/\pi$, so $b=1/\sqrt\pi$ and $p=\mathrm{Ai}\,\mathrm{Bi}\simeq1/(2\pi\sqrt z)$.

For the correction, differentiate $p=uv$ with $u''=zu$ and $v''=zv$:

$$p''=2zp+2u'v',\qquad p'''=2p+2zp'+2z(uv'+u'v)=4zp'+2p .$$

Insert $p\propto z^{-1/2}+a z^{-7/2}$. At order $z^{-7/2}$ the term $p'''$ gives $-15/8$, while $-4zp'-2p$ gives $14a-2a=12a$. Their sum must vanish, so $a=5/32$ and

$$\mathrm{Ai}(z)\mathrm{Bi}(z)=\frac1{2\pi\sqrt z}\left[1+\frac5{32z^3}+O(z^{-6})\right].\tag{6}$$

## (e) What are the level shift and the width in a weak field?

**Solution.** Weak field means $\eta^3\gg1$. For real $z$ both $\mathrm{Ai}$ and $\mathrm{Bi}$ are real, so the small imaginary term in (3) is cleanly separated from the power series. First drop it and solve $2\pi\eta\,p(z_r)=1$. By (6),

$$\sqrt{z_r}=\eta\left[1+\frac5{32z_r^3}+\dots\right],\qquad z_r=\eta^2\left[1+\frac5{16\eta^6}+O(\eta^{-12})\right].$$

Since $E=E_0z/\eta^2$, the level moves to

$$E_r=E_0-\frac{5|E_0|}{16\eta^6}+\dots=E_0-\frac{5\mu F^2}{16\kappa^4}+\dots\tag{7}$$

This is the quadratic Stark shift. It is downward, and there is no linear term because $\psi_0$ is even.

Now restore the imaginary term and put $z=z_r+\delta z$. To first order

$$p'(z_r)\,\delta z+i\,\mathrm{Ai}^2(z_r)=0 .$$

The omitted terms are smaller by a factor of order $z_r^{3/2}e^{-4z_r^{3/2}/3}$. From (6), $p'=-1/(4\pi z^{3/2})$ up to a relative correction of order $z^{-3}$. With (5),

$$\delta z=i\,z_r\,e^{-4z_r^{3/2}/3}\left[1-\frac5{24z_r^{3/2}}+O(z_r^{-3})\right].$$

The imaginary part of $E=E_0z/\eta^2$ is $-|E_0|\,\mathrm{Im}\,\delta z/\eta^2$, so $\Gamma=2|E_0|\,\mathrm{Im}\,\delta z/\eta^2$.

The Stark shift also acts inside the exponent. From $z_r^{3/2}=\eta^3+15/(32\eta^3)+\dots$ the exponent gains $-\tfrac43\cdot\tfrac{15}{32}\,\eta^{-3}=-\tfrac58\eta^{-3}$. The deeper level faces a slightly thicker barrier. Adding $-\tfrac58$ and $-\tfrac5{24}$ gives $-\tfrac56$:

$$\boxed{\Gamma=2|E_0|\exp\left(-\frac{4\kappa^3}{3\mu F}\right)\left[1-\frac{5\mu F}{6\kappa^3}+O(\eta^{-6})\right]}\tag{8}$$

Every derivative of $e^{-c/F}$ with $c>0$ vanishes as $F\to0^+$. The width therefore adds no term to an expansion of the energy in powers of $F$: every order of that expansion is real.

The leading exponential fails when $\eta^3$ is not large. At $\eta^3=3$ a numerical root of (3) has $\Gamma=0.0251|E_0|$. The leading law gives $2e^{-4}|E_0|=0.0366|E_0|$, which is 46% above that root. Including the bracket of (8) reduces the excess to about 5%.

## (f) Where do the exponent and the prefactor come from, and what changes in three dimensions?

**Solution.** The electron leaves the barrier at $x_e=|E_0|/F$. Inside, its local decay constant is $k(x)=\sqrt{\mu(|E_0|-Fx)}$, and

$$2\int_0^{x_e}k\,dx=\frac{4\sqrt\mu\,|E_0|^{3/2}}{3F}=\frac{4\kappa^3}{3\mu F}=\frac43\kappa x_e .$$

Thus $\eta^3=\kappa x_e$ is the exit distance counted in decay lengths.

For the prefactor, continue a tail $c\,e^{-\kappa x}$ through the barrier as $c\sqrt{\kappa/k}\,e^{-\int k\,dx}$. Deep in the barrier $C(y)\simeq\pi^{-1/2}y^{-1/4}e^{2y^{3/2}/3}$, and outside $|C|\simeq\pi^{-1/2}|y|^{-1/4}$. The coefficient is the same on both sides, so beyond the exit $|\psi|^2=|c|^2(\kappa/k_{\rm out})e^{-4\kappa x_e/3}$, where $k_{\rm out}$ is the local wave number. The current is

$$j=\frac{2k_{\rm out}}\mu|\psi|^2=\frac{2\kappa}\mu|c|^2e^{-4\kappa x_e/3}.\tag{9}$$

For the one-dimensional trap $|c|^2=\kappa$, which returns the prefactor $2\kappa^2/\mu=2|E_0|$.

A zero-range trap in three dimensions has the same exponent but another prefactor. Its normalized state is $\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$. The function $f=e^{-\kappa r}/r$ obeys $(-\nabla^2+\kappa^2)f=4\pi\delta^3(\mathbf r)$. A Fourier transform in the two directions across the field gives

$$f_q(x)=\frac{2\pi}{\kappa_q}e^{-\kappa_q|x|},\qquad \kappa_q^2=\kappa^2+q^2 .$$

Each transverse wave vector $q$ tunnels as in (9), with $\kappa$ replaced by $\kappa_q$ and $|c|^2=(\kappa/2\pi)(2\pi/\kappa_q)^2$. Summing over $q$,

$$\Gamma_{3D}\simeq\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi\kappa}{\kappa_q^2}\,\frac{2\kappa_q}\mu\,e^{-4\kappa_q^3/(3\mu F)} .$$

Motion across the field costs energy, so small $q$ dominates. There $\kappa_q^3\simeq\kappa^3+\tfrac32\kappa q^2$, and the remaining Gaussian integrates to $\pi\mu F/(2\kappa)$. At leading order

$$\Gamma_{3D}\simeq\frac F{2\kappa}e^{-4\kappa^3/(3\mu F)},\qquad \frac{\Gamma_{3D}}{\Gamma}\simeq\frac1{4\eta^3}.\tag{10}$$

The ratio is small because only the part of the bound state with little motion across the field contributes appreciably, with $q$ up to about $\sqrt{\mu F/2\kappa}$.

## (g) How fast does a trap in a charge-trap memory empty in this model?

Take rough values for an electron trap in silicon nitride: depth $1.5$ eV, mass ratio $0.4$, layer thickness $7$ nm, and fields from $3$ to $6$ MV/cm.

**Solution.** With $|E_0|=1.5/13.606$ Ry, $1/\kappa=1/\sqrt{\mu|E_0|}$ is $0.252$ nm. At $3$ MV/cm the force is $0.3$ eV/nm, so

$$x_e=\frac{1.5}{0.3}=5.0\ \mathrm{nm},\qquad \eta^3=\frac{5.0}{0.252}=19.8,\qquad \frac43\eta^3=26.456 ,$$

where the exponent is computed from unrounded values. The prefactor is $2|E_0|/\hbar=4.56\times10^{15}\ \mathrm{s^{-1}}$. The leading law gives a rate of $4.56\times10^{15}\,e^{-26.456}=1.48\times10^4\ \mathrm{s^{-1}}$.

The table uses roots of (3) found by secant iteration in 80-digit arithmetic. "Ratio" is the Airy width divided by the leading exponential.

| Field (MV/cm) | $\eta^3$ | $\Gamma$ (eV) | Ratio | Lifetime $\hbar/\Gamma$ (s) |
|---|---|---|---|---|
| 3 | 19.8 | $9.30\times10^{-12}$ | 0.957 | $7.1\times10^{-5}$ |
| 4 | 14.9 | $6.82\times10^{-9}$ | 0.942 | $9.6\times10^{-8}$ |
| 5 | 11.9 | $3.55\times10^{-7}$ | 0.927 | $1.9\times10^{-9}$ |
| 6 | 9.9 | $4.92\times10^{-6}$ | 0.911 | $1.3\times10^{-10}$ |

Doubling the field shortens the lifetime by more than five orders of magnitude, with depth and mass fixed. The bracket in (8) predicts ratios of $0.958$ and $0.916$ at the two ends of the table. The Stark shift is small, $-1.2$ meV at $3$ MV/cm and $-4.9$ meV at $6$ MV/cm.

The inputs matter far more than the 4% error of the leading law at $3$ MV/cm. At that field, a depth of $1.4$ eV raises the leading rate by a factor of $13$. A mass ratio of $0.5$ at the original depth multiplies it by $0.044$.

These lifetimes belong to the model, not to a device. Real traps break its assumptions, and the following sizes all refer to $3$ MV/cm.

- **Dimension.** By (10), spreading in three dimensions multiplies the rate by about $0.013$.
- **Charge.** If the emptied trap is positively charged, its attraction thins the barrier. With a rough relative permittivity of $4$, the Coulomb barrier begins at $0.25$ nm. From there outward its exponent is lower by $4.6$ than that of the triangular barrier, and $e^{4.6}\approx95$. That point is a turning point of the Coulomb barrier, where the prefactor of (9) does not hold. Integrating the Schrödinger equation for both barriers with equal amplitude there gives an outgoing current larger by a factor of about $50$. The factor for the whole rate also depends on the shape of the potential near the trap.
- **Band.** The model uses one parabolic mass down to $1.5$ eV below the band edge. If instead $k^2=\mu\varepsilon(1-\varepsilon/E_g)$ at local depth $\varepsilon=|E_0|-Fx$, as in a simple two-band model, a rough gap of $E_g=5$ eV lowers the exponent by $2.5$, a factor of about $12$. The decay length of $0.25$ nm is also comparable with the spacing of atoms, so an effective mass is itself only a rough description.
- **Trap size.** A square well of half-width $0.1$ nm with the same zero-field level has an outer tail whose squared amplitude is larger by a factor of $1.09$.
- **Lattice.** Suppose the lattice relaxes by $0.3$ eV when the electron leaves, through one vibration of quantum $0.06$ eV. The $1.5$ eV is then the depth with the lattice held fixed, and the relaxed depth is $1.2$ eV. For linear coupling, the net number of quanta left behind is the difference of two independent Poisson counts with means $5(n+1)$ and $5n$, where $n$ is the thermal occupation; this is a standard property of a displaced oscillator, used here without derivation. If $p$ quanta are left behind, the electron tunnels with an effective depth of $1.2+0.06\,p$ eV. Averaging the leading rate over these depths raises it by about $110$ at 300 K and $190$ at 358 K.
- **Thermal emission.** With the depth of $1.2$ eV and a rough attempt rate of $10^{13}\ \mathrm{s^{-1}}$, emission over the barrier has a rate near $10^{-4}\ \mathrm{s^{-1}}$ at 358 K. For a trap that is neutral when empty, this is negligible beside the model's tunnelling rate. For the charged trap above it is not: the attraction $-A/x$ with $A=0.36$ eV nm lowers the top of the barrier by $2\sqrt{0.36\times0.3}\approx0.66$ eV, which raises the emission rate to about $2\times10^{5}\ \mathrm{s^{-1}}$, above the $1.5\times10^{4}\ \mathrm{s^{-1}}$ of the neutral model. The same attraction also speeds up tunnelling, so these estimates do not settle which path dominates for a charged trap.

These are separate estimates. Multiplying them would not give a reliable prediction, because charge, lattice motion and trap shape alter the same barrier. There is also a geometrical condition: the $5.0$ nm exit distance fits inside the layer only for traps at least that far from its downhill face. An electron nearer to that face meets the next material before it leaves the triangular barrier, and (3) no longer describes its escape. Below about $2.1$ MV/cm the exit distance exceeds the whole $7$ nm layer, so the model does not describe charge storage at such low fields.
